**Field ionisation thresholds of hydrogen Stark states**

For H = p²/2 − 1/r + Fz in atomic units with m = 0, the parabolic separation constant β₂ = (1 + A_z − Fρ²/2)/2 is conserved (A is the Runge–Lenz vector, ρ the distance from the field axis), and the escape barrier in η = r − z closes at F = E²/(4β₂), not at Fn⁴ = 1/16. With f = Fn⁴ and parabolic quantum numbers n₁ + n₂ + 1 = n, the reddest state (n₁ = 0) has the first-order estimate f = 1/9 and the classical limit 2¹⁰/(3π)⁴ = 0.1298, while the blue limit (n₂ = 0) is Γ(1/4)⁸/(81π⁶) = 0.3834. The program asserts the vanishing Poisson bracket and its failure with a core, confinement and escape of two Cartesian orbits above the saddle energy, the closed forms against quadrature, and the monotonic rise of the classical threshold. It also asserts that complex-rotated resonances E − iG/2 from the separated equations agree with an unseparated spherical calculation for n = 6, with first- and second-order Stark shifts, with action quantisation, with the WKB width and with a changed rotation angle and basis. For n = 20 the output shows a rate of 10⁸ s⁻¹ at f = 0.1106 (3555 V/cm) for the red state and f = 0.2327 (7480 V/cm) for the blue state, although the blue level passes the saddle energy at f = 0.0472. The red value drifts from 0.0947 to 0.1208 between n = 10 and n = 40, so its closeness to 1/9 depends on n and on the chosen rate. A model core −0.2e^(−r)/r widens the blue n = 6 state from about 10⁻¹² to 8.2 × 10⁻⁶ Eh above the saddle energy and leaves it unresolvably narrow below.

## Program and output

```python
# Hydrogen in a static field, H = p^2/2 - 1/r + F z (atomic units), m = 0.
# xi=r+z, eta=r-z, separation constants b1+b2=1, n=n1+n2+1, f=F n^4, J=n_i+1/2.
# Under test: b2=(1+A_z-F rho^2/2)/2 is conserved; the escape barrier vanishes at
# F=E^2/(4 b2); red state (n1=0): f=1/9 in first order, 2^10/(3 pi)^4 classically;
# blue limit (n2=0): Gamma(1/4)^8/(81 pi^6); a model core -Zc exp(-r)/r makes
# states above the saddle energy -2 sqrt(F) decay. Resonance energy E - i G/2.
import numpy as np, sympy as sy, scipy.sparse as sp
from scipy.sparse.linalg import splu
from scipy.linalg import solve_banded
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma, roots_laguerre
from scipy.constants import physical_constants as pc
VCM = pc['atomic unit of electric field'][0]/100
TAU = pc['atomic unit of time'][0]
pi = np.pi
print(f"1 a.u. field = {VCM:.5e} V/cm; 1 a.u. time = {TAU:.5e} s")

# saddle point and perturbative red estimates
opt = minimize_scalar(lambda z: 1/z + 0.1*z, bounds=(0.5, 20), method='bounded')
assert abs(opt.fun - 2*np.sqrt(0.1)) < 1e-8
s_ = sy.symbols('s', positive=True)
f_naive = float(sy.solve(sy.Rational(1, 2) - 2*s_, s_)[0]**2)
f_first = float(min(sy.solve(sy.Rational(1, 2) + 3*s_**2/2 - 2*s_, s_))**2)
f_second = brentq(lambda f: 0.5 + 1.5*f + 0.875*f*f - 2*np.sqrt(f), 0.05, 0.2)
assert abs(f_naive - 1/16) < 1e-14 and abs(f_first - 1/9) < 1e-14
print(f"red estimate f: order 0 {f_naive:.4f}, order 1 {f_first:.4f}, order 2 {f_second:.4f}")

# conservation of b2
x, y, z, px, py, pz, Fs, Zs = sy.symbols('x y z px py pz F Z', real=True)
r = sy.sqrt(x*x + y*y + z*z)
R, P = sy.Matrix([x, y, z]), sy.Matrix([px, py, pz])
H = P.dot(P)/2 - 1/r + Fs*z
b2s = (1 + P.cross(R.cross(P))[2] - z/r - Fs*(x*x + y*y)/2)/2
PB = lambda a, b: sum(a.diff(q)*b.diff(p) - a.diff(p)*b.diff(q) for q, p in zip(R, P))
assert sy.simplify(PB(b2s, H)) == 0
pt = {x: 0.7, y: -0.4, z: 0.9, px: 0.3, py: 0.8, pz: -0.5, Fs: 0.13, Zs: 0.2}
assert abs(PB(b2s, H - Zs*sy.exp(-r)/r).subs(pt)) > 1e-3
rho = sy.sqrt(x*x + y*y); xi, eta = r + z, r - z
peta = (x*px + y*py)/rho*xi/(2*rho) - pz/2
b2par = eta*peta**2 - H*eta/2 + (x*py - y*px)**2/(4*eta) - Fs*eta**2/4
assert abs((b2par - b2s).subs(pt)) < 1e-12

# Cartesian orbits above the saddle energy
Fo, Eo, x0 = 0.1, -0.5, 0.8
def orbit(b2):
    v2 = 2*(Eo + 1/x0)
    al = 0.5*np.arcsin((1 - Fo*x0*x0/2 - 2*b2)/(x0*v2/2))
    def rhs(t, u):
        r3 = (u[0]*u[0] + u[1]*u[1])**1.5
        return [u[2], u[3], -u[0]/r3, -u[1]/r3 - Fo]
    X, Z, U, W = solve_ivp(rhs, (0, 120), [x0, 0, np.sqrt(v2)*np.cos(al), np.sqrt(v2)*np.sin(al)],
        method='DOP853', rtol=1e-10, atol=1e-12, t_eval=np.linspace(0, 120, 6001)).y
    rr = np.hypot(X, Z)
    b = (1 + Z*(U*U + W*W) - W*(X*U + Z*W) - Z/rr - Fo*X*X/2)/2
    near = rr < 20
    return (rr - Z).max(), rr[-1], np.abs(b[near] - b2).max()
em, _, drift = orbit(0.58); _, rend, _ = orbit(0.67)
turn = (-Eo - np.sqrt(Eo*Eo - 4*0.58*Fo))/Fo
assert 0.98*turn < em < 1.001*turn and drift < 1e-5 and rend > 50
print(f"orbits E={Eo}, F={Fo} a.u.: saddle {-2*np.sqrt(Fo):.4f} Eh, critical b2 {Eo*Eo/4/Fo:.4f}")
print(f" b2=0.58: max eta {em:.3f} a0, turning point {turn:.3f} a0 (t<=120 a.u.)")
print(f" b2=0.67: r(t=120 a.u.) = {rend:.0f} a0")

# actions, classical thresholds, WKB width
gx, gw = np.polynomial.legendre.leggauss(200)
th, gw = (gx + 1)*pi/4, gw*pi/4
s2, c2 = np.sin(th)**2, np.cos(th)**2
def I_xi(E, b, F):
    D = np.sqrt(E*E + 4*b*F); a = 4*b/(D - E)
    return gw @ (2*a*c2*np.sqrt(F/4*((D - E)/F + a*s2)))/pi
def I_eta(E, b, F):
    D = np.sqrt(E*E - 4*b*F); a = 4*b/(D - E)
    return gw @ (2*a*c2*np.sqrt(F/4*((D - E)/F - a*s2)))/pi
def barrier(E, b, F):
    D = np.sqrt(E*E - 4*b*F); a = 4*b/(D - E); w = (D - E)/F - a
    return gw @ (2*w*w*s2*c2*np.sqrt(F/4/(a + w*s2)))
def wkb(s):
    F, E, b1, b2 = s[0], s[1].real, s[4].real, s[5].real
    dE = lambda I, b: (I(E*(1 - 1e-6), b, F) - I(E*(1 + 1e-6), b, F))/(-2e-6*E)
    db = lambda I, b: (I(E, b*(1 + 1e-6), F) - I(E, b*(1 - 1e-6), F))/(2e-6*b)
    return np.exp(-2*barrier(E, b2, F))/(2*pi*(dE(I_eta, b2) + db(I_eta, b2)*dE(I_xi, b1)/db(I_xi, b1)))
C_RED, C_BLUE = 2**10/(3*pi)**4, gamma(0.25)**8/(81*pi**6)
bt, Ft = 0.6, 0.2
Jq = quad(lambda e: np.sqrt(max(-np.sqrt(bt*Ft) + bt/e + Ft*e/4, 0)), 0, 2*np.sqrt(bt/Ft))[0]/pi
assert abs(C_RED*bt**3/Jq**4/Ft - 1) < 1e-6
Jq = quad(lambda e: np.sqrt(max(1/e - C_BLUE*e/4, 0)), 0, 2/np.sqrt(C_BLUE))[0]/pi
assert abs(Jq - 1) < 1e-6
def f_class(j1):
    j2 = 1 - j1
    def g(f):
        b2 = (f*j2**4/C_RED)**(1/3)
        return I_xi(-2*np.sqrt(b2*f), 1 - b2, f) - j1
    return brentq(g, 0.1, min(0.5, C_RED/j2**4*(1 - 1e-11)), xtol=1e-13)
assert abs(f_class(1e-6) - C_RED) < 1e-5 and abs(f_class(1 - 1e-9) - C_BLUE) < 1e-4
assert np.all(np.diff([f_class(j) for j in np.linspace(0.005, 0.995, 100)]) > 0)
print(f"classical limits f: red {C_RED:.4f}, blue {C_BLUE:.4f}; red E n^2 = {-2*np.sqrt(C_RED):.4f} Eh")

# quantum resonances from the separated equations
class Channel:
    def __init__(self, N, lam, sign):
        k = np.arange(N + 2.0)
        X = np.diag(2*k + 1) - np.diag(k[1:], 1) - np.diag(k[1:], -1)
        Y = (X @ X)[:N, :N]; X = X[:N, :N]
        self.X = [np.diag(X, i).copy() for i in range(3)]
        self.Y = [np.diag(Y, i).copy() for i in range(3)]
        self.T, self.lam, self.sign, self.N = k[:N] + 0.5, lam, sign, N
    @staticmethod
    def form(d, c):
        return d[0] @ (c*c) + 2*(d[1] @ (c[1:]*c[:-1])) + 2*(d[2] @ (c[2:]*c[:-2]))
    def refine(self, c, E, F, shift=None):
        a, g = -self.lam/4 - E/(2*self.lam), self.sign*F/(4*self.lam**2)
        d = [a*u + g*v + 0j for u, v in zip(self.X, self.Y)]
        d[0] = d[0] + self.lam*self.T
        ab = np.zeros((5, self.N), complex)
        ab[0, 2:] = d[2]; ab[1, 1:] = d[1]; ab[3, :-1] = d[1]; ab[4, :-2] = d[2]
        for _ in range(2):
            ab[2] = d[0] - (self.form(d, c) if shift is None else shift) - 1e-11
            c = solve_banded((2, 2), ab, c)
            c = c/np.sqrt(c @ c)
        return self.form(d, c), c
    def dE(self, c): return -self.form(self.X, c)/(2*self.lam)
    def dF(self, c): return self.sign*self.form(self.Y, c)/(4*self.lam**2)
class Stark:  # state = (F, E, vector1, vector2, b1, b2)
    def __init__(self, n, n1, rot=3.0, N=None):
        N = N or 10*n + 40
        self.n, self.df = n, 0.08/n
        self.a, self.b = Channel(N, 1/n + 0j, 1), Channel(N, np.exp(-1j*rot/n)/n, -1)
        E, one = -0.5/n**2 + 0j, np.ones(N, complex)
        b1, c1 = self.a.refine(one, E, 0, (n1 + 0.5)/n)
        b2, c2_ = self.b.refine(one, E, 0, (n - n1 - 0.5)/n)
        self.start = (0.0, E, c1, c2_, b1, b2)
    def go(self, s, f):
        f0 = s[0]*self.n**4
        m = max(1, int(np.ceil(abs(f - f0)/self.df - 1e-9)))
        F, E, u, v = s[:4]
        for i in range(1, m + 1):
            Fn = (f0 + (f - f0)*i/m)/self.n**4
            E = E - (Fn - F)*(self.a.dF(u) + self.b.dF(v))/(self.a.dE(u) + self.b.dE(v)); F = Fn
            for _ in range(5 if i == m else 3):
                b1, u = self.a.refine(u, E, F); b2, v = self.b.refine(v, E, F)
                E = E - (b1 + b2 - 1)/(self.a.dE(u) + self.b.dE(v))
        return (F, E, u, v, b1, b2)
    def cross(self, fun):  # first field where fun(state) turns positive
        s, f = self.go(self.start, 0.01), 0.01
        while fun(s) < 0:
            prev = s; f += self.df; s = self.go(prev, f)
            assert f < 0.45
        fc = brentq(lambda g: fun(self.go(prev, g)), f - self.df, f, xtol=1e-8)
        return fc, self.go(prev, fc)
width = lambda s: -2*s[1].imag
reach = lambda G: (lambda s: np.log(max(width(s), 1e-30)/G))
ratio = lambda s: s[1].real**2/(4*s[5].real*s[0])

# unseparated spherical calculation, n = 6
NM, LM, HS = 70, 30, 1.5
xm = roots_laguerre(NM)[0]; ii = np.arange(NM)
TM = (-1.0)**(ii[:, None] + ii)*(xm[:, None] + xm)/np.sqrt(np.outer(xm, xm))/((xm[:, None] - xm)**2 + np.eye(NM))
TM[ii, ii] = (4 + (4*NM + 2)*xm - xm*xm)/(12*xm*xm)
def s_level(Zc):
    w = np.linalg.eigvalsh(TM/(2*HS*HS) + np.diag(-(1 + Zc*np.exp(-HS*xm))/(HS*xm)))
    return w[5]
assert abs(s_level(0) + 1/72) < 1e-9
def sph(F, Zc):
    h = HS*np.exp(0.4j); rr = h*xm; l = np.arange(LM + 1.0)
    cl = l[1:]/np.sqrt(4*l[1:]**2 - 1)
    return (sp.kron(sp.identity(LM + 1), sp.csr_matrix(TM/(2*h*h) + np.diag(-(1 + Zc*np.exp(-rr))/rr)))
            + sp.kron(sp.diags(l*(l + 1)/2), sp.diags(1/rr**2))
            + sp.kron(sp.diags([cl, cl], [1, -1]), sp.diags(F*rr))).tocsc()
def nearest(Hm, sig, c, it):
    lu = splu((Hm - sig*sp.identity(Hm.shape[0])).tocsc(), permc_spec='NATURAL')
    for _ in range(it):
        c = lu.solve(c); c = c/np.sqrt(c @ c)
    return c @ (Hm @ c), c
rnd = np.random.default_rng(1).normal(size=NM*(LM + 1)) + 0j
for n1, f in ((0, 0.10), (5, 0.18)):
    q = Stark(6, n1); s = q.go(q.start, f)
    Es, _ = nearest(sph(s[0], 0), s[1] + 1e-7, rnd, 4)
    assert abs(Es - s[1]) < 2e-8 and width(s) > 3e-7
    print(f"n=6 n1={n1} f={f}: parabolic E {s[1].real:.9f}, G {width(s):.4e} Eh")
    print(f"               spherical E {Es.real:.9f}, G {-2*Es.imag:.4e} Eh")
ZC = 0.2
print(f"model core Zc={ZC}, range 1 a0: 6s quantum defect {6 - (-2*s_level(ZC))**-0.5:.4f}")
q = Stark(6, 5)
for f in (0.03, 0.10):
    s = q.go(q.start, f)
    Es, c0 = nearest(sph(s[0], 0), s[1] + 1e-7, rnd, 4)
    assert abs(Es - s[1]) < 2e-8
    Hc = sph(s[0], ZC)
    Ec, c1 = nearest(Hc, c0 @ (Hc @ c0), c0, 8)
    assert abs(c0 @ c1) > 0.9
    print(f"blue n=6 f={f}: E {s[1].real:.6f}, saddle {-2*np.sqrt(s[0]):.6f}, G_H(WKB) {wkb(s):.1e} Eh")
    if s[1].real < -2*np.sqrt(s[0]):
        assert abs(2*Ec.imag) < 1e-9
        print(f"   with core: E {Ec.real:.6f}, |G| {abs(2*Ec.imag):.0e} Eh (round-off level)")
    else:
        assert -2*Ec.imag > max(1e-8, 1e3*wkb(s), 1e3*abs(width(s)))
        print(f"   with core: E {Ec.real:.6f}, G {-2*Ec.imag:.2e} Eh")

# worked example n = 20
n = 20; k = n - 1; red, blue = Stark(n, 0), Stark(n, k)
a, b = red.go(red.start, 0.004), blue.go(blue.start, 0.004); F = a[0]
assert abs((b[1] - a[1]).real/2/(1.5*n*k*F) - 1) < 1e-4
E2 = -n**4*F*F*(17*n*n - 3*k*k + 19)/16
assert abs(((a[1] + b[1]).real/2 + 0.5/n**2)/E2 - 1) < 1e-3
print(f"n=20: F = f x {VCM/n**4:.1f} V/cm; 1/16 -> {VCM/n**4/16:.0f}, 1/9 -> {VCM/n**4/9:.0f} V/cm")
for name, q, n1, tol in (("red", red, 0, 0.10), ("blue", blue, k, 0.35)):
    s = q.go(q.start, 0.08)
    assert abs(I_xi(s[1].real, s[4].real, s[0]) - n1 - 0.5) < 0.01
    assert abs(I_eta(s[1].real, s[5].real, s[0]) - (k - n1) - 0.5) < 0.01
    fw, s = q.cross(reach(1e-11))
    # plain WKB is poorer for the nodeless eta function of the blue state
    assert abs(width(s)/wkb(s) - 1) < tol
    print(f"{name}: G=1e-11 Eh at f={fw:.4f}; G_quantum/G_WKB = {width(s)/wkb(s):.3f}")
    for lab, f in (("1/16", 1/16), ("1/9", 1/9)):
        s = q.go(q.start, f)
        assert ratio(s) > 1
        resolved = width(s) > 1e-12
        G = width(s) if resolved else wkb(s)
        if f < 0.1 or n1 == k: assert G/TAU < 1e-6
        print(f" f={lab}: E n^2 {s[1].real*n*n:.4f}, saddle n^2 {-2*np.sqrt(f):.4f} Eh, b2 {s[5].real:.4f}")
        print(f"   E^2/(4 b2 F) {ratio(s):.3f}, rate {G/TAU:.2e} 1/s ({'quantum' if resolved else 'WKB'})")
fs, s = blue.cross(lambda s: s[1].real + 2*np.sqrt(s[0]))
assert fs < 1/16
print(f"blue passes saddle energy at f={fs:.4f} ({fs*VCM/n**4:.0f} V/cm)")
ft, s = red.cross(lambda s: 1 - ratio(s))
assert abs(ft/f_class(0.5/n) - 1) < 0.02
print(f"red barrier top: quantum f={ft:.4f}, classical {f_class(0.5/n):.4f}, rate {width(s)/TAU:.2e} 1/s")
G8 = 1e8*TAU
print(f"rate 1e8 1/s = G {G8:.4e} Eh")
thr = []
for n1 in (0, 5, 10, 15, 19):
    f8, s = Stark(n, n1).cross(reach(G8)); thr.append(f8)
    fc = f_class((n1 + 0.5)/n)
    assert 1/16 < f8 < fc
    if n1 in (0, 19):
        q = Stark(n, n1, 4.0, 300)
        assert abs(width(q.go(q.start, f8))/G8 - 1) < 1e-3
    print(f" n1={n1}: f(1e8) {f8:.4f} = {f8*VCM/n**4:.0f} V/cm, f_class {fc:.4f}, E n^2 {s[1].real*n*n:.4f} Eh, b2 {s[5].real:.4f}")
assert np.all(np.diff(thr) > 0) and abs(thr[0] - 1/9) < 0.01 and thr[-1] > 1.5*thr[0]
print(f"blue/red threshold ratio at 1e8 1/s: {thr[-1]/thr[0]:.2f}")
trend = [Stark(m, 0).cross(reach(G8))[0] for m in (10, 40)]
assert trend[0] < thr[0] < trend[1] < f_class(0.5/40)
print(f"red f(1e8): n=10 {trend[0]:.4f}, n=20 {thr[0]:.4f}, n=40 {trend[1]:.4f}")
print(f"red f_class: n=10 {f_class(0.05):.4f}, n=20 {f_class(0.025):.4f}, n=40 {f_class(0.0125):.4f}")
print("finished without a failed check")
```

Output:

```
1 a.u. field = 5.14221e+09 V/cm; 1 a.u. time = 2.41888e-17 s
red estimate f: order 0 0.0625, order 1 0.1111, order 2 0.1198
orbits E=-0.5, F=0.1 a.u.: saddle -0.6325 Eh, critical b2 0.6250
 b2=0.58: max eta 3.658 a0, turning point 3.658 a0 (t<=120 a.u.)
 b2=0.67: r(t=120 a.u.) = 581 a0
classical limits f: red 0.1298, blue 0.3834; red E n^2 = -0.7205 Eh
n=6 n1=0 f=0.1: parabolic E -0.017725010, G 2.1000e-06 Eh
               spherical E -0.017725010, G 2.1000e-06 Eh
n=6 n1=5 f=0.18: parabolic E -0.008361540, G 5.2366e-06 Eh
               spherical E -0.008361540, G 5.2366e-06 Eh
model core Zc=0.2, range 1 a0: 6s quantum defect 0.0709
blue n=6 f=0.03: E -0.012870, saddle -0.009623, G_H(WKB) 6.1e-52 Eh
   with core: E -0.012957, |G| 2e-15 Eh (round-off level)
blue n=6 f=0.1: E -0.010650, saddle -0.017568, G_H(WKB) 1.2e-12 Eh
   with core: E -0.010755, G 8.18e-06 Eh
n=20: F = f x 32138.8 V/cm; 1/16 -> 2009, 1/9 -> 3571 V/cm
red: G=1e-11 Eh at f=0.1023; G_quantum/G_WKB = 1.003
 f=1/16: E n^2 -0.5932, saddle n^2 -0.5000 Eh, b2 0.9727
   E^2/(4 b2 F) 1.447, rate 9.73e-21 1/s (WKB)
 f=1/9: E n^2 -0.6745, saddle n^2 -0.6667 Eh, b2 0.9709
   E^2/(4 b2 F) 1.054, rate 1.33e+08 1/s (quantum)
blue: G=1e-11 Eh at f=0.2059; G_quantum/G_WKB = 1.177
 f=1/16: E n^2 -0.4140, saddle n^2 -0.5000 Eh, b2 0.0227
   E^2/(4 b2 F) 30.269, rate 6.31e-55 1/s (WKB)
 f=1/9: E n^2 -0.3508, saddle n^2 -0.6667 Eh, b2 0.0207
   E^2/(4 b2 F) 13.350, rate 4.03e-16 1/s (WKB)
blue passes saddle energy at f=0.0472 (1517 V/cm)
red barrier top: quantum f=0.1315, classical 0.1311, rate 2.04e+11 1/s
rate 1e8 1/s = G 2.4189e-09 Eh
 n1=0: f(1e8) 0.1106 = 3555 V/cm, f_class 0.1311, E n^2 -0.6736 Eh, b2 0.9709
 n1=5: f(1e8) 0.1228 = 3948 V/cm, f_class 0.1469, E n^2 -0.6027 Eh, b2 0.6872
 n1=10: f(1e8) 0.1406 = 4519 V/cm, f_class 0.1703, E n^2 -0.5131 Eh, b2 0.4199
 n1=15: f(1e8) 0.1711 = 5498 V/cm, f_class 0.2127, E n^2 -0.3868 Eh, b2 0.1767
 n1=19: f(1e8) 0.2327 = 7480 V/cm, f_class 0.3153, E n^2 -0.2032 Eh, b2 0.0151
blue/red threshold ratio at 1e8 1/s: 2.10
red f(1e8): n=10 0.0947, n=20 0.1106, n=40 0.1208
red f_class: n=10 0.1324, n=20 0.1311, n=40 0.1304
finished without a failed check
```
